**Surface X-ray intensity and thin-film fluorescence at the critical angle**

At the critical angle of a flat, nonabsorbing substrate, the squared electric field at the surface is four times that of the incident wave, and an ultrathin film absorbs four times as much as it would without the substrate. Here `s` is the sine of the grazing angle, `s_c` its critical value, `chi` the permittivity minus one, `mu` an absorption coefficient, and `b` the imaginary part of the substrate permittivity divided by `s_c` squared. The program asserts that direct integration of the wave equation agrees with the derived angular law, standing wave, substrate-absorption law and transparent-film law. It also asserts the p-polarized result at index 0.9 and obtains the film's absorption ratio from missing energy flux, without using the local field. For a mathematical film 0.001 nm thick, that ratio is 3.9998. For the silicon example at 10 keV, substrate absorption lowers the surface factor at the critical angle to about 3.3. Adding a 0.1 nm hafnium oxide film and a 0.1 mrad angular width gives a film average of about 3.2; the material inputs are rough typical values.

## Numerical verification

```python
# Result under test: at the critical angle of a flat, nonabsorbing substrate the
# squared electric field at the surface is 4 times that of the incident X-ray
# wave, and an ultrathin film there absorbs (hence fluoresces) 4 times as much
# as the same film without a substrate, in the same beam at the same angle.
# Symbols: s = sin(grazing angle), s_c = its critical value, k = 2 pi/wavelength,
# chi = permittivity - 1, delta and beta from index n = 1 - delta + i beta,
# mu = absorption coefficient, b = Im(chi)/s_c^2. Lengths are in nm.
# Time factor exp(-i w t); z points from the substrate into vacuum.
import cmath
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Inputs: rough typical values for HfO2 on silicon
energy_keV = 10.0
si_density, si_molar_mass, si_electrons = 2.33, 28.09, 14
oxide_density, oxide_molar_mass, oxide_electrons = 2.2, 60.08, 30
si_mu_cm = 80.0
film_delta, film_mu_cm = 1.4e-5, 1700.0
cycle_nm, oxide_nm, roughness_nm = 0.1, 1.0, 0.3
spread_mrad, beam_height_mm = 0.1, 0.05

wavelength = const.h * const.c / (energy_keV * 1e3 * const.e) * 1e9
k = 2 * math.pi / wavelength
r_e = const.physical_constants['classical electron radius'][0] * 1e9


def delta_from_density(density, molar_mass, electrons):
    per_nm3 = density * const.N_A / molar_mass * electrons * 1e-21
    return r_e * wavelength**2 * per_nm3 / (2 * math.pi)


si_delta = delta_from_density(si_density, si_molar_mass, si_electrons)
oxide_delta = delta_from_density(oxide_density, oxide_molar_mass, oxide_electrons)
si_beta = si_mu_cm * 1e-7 / (2 * k)
film_mu = film_mu_cm * 1e-7
film_beta = film_mu / (2 * k)
s_c = math.sqrt(2 * si_delta - si_delta**2)
theta_c = math.asin(s_c)
chi_ideal = complex(-s_c * s_c, 0.0)
chi_si = complex(-s_c * s_c, 2 * si_beta * (1 - si_delta))
chi_film = complex(-2 * film_delta + film_delta**2 - film_beta**2,
                   2 * film_beta * (1 - film_delta))
chi_oxide = complex(-2 * oxide_delta + oxide_delta**2, 0.0)


def march(s, chi_sub, layers=()):
    """Layer-by-layer solution; layers are (thickness, chi), bottom first.
    Returns relative intensity at each boundary, reflectance, transmittance."""
    k0 = k * s
    q = k * cmath.sqrt(s * s + chi_sub)
    field, slope = 1.0 + 0j, -1j * q
    fields = [field]
    for d, chi in layers:
        p = k * cmath.sqrt(s * s + chi)
        c, sn = cmath.cos(p * d), cmath.sin(p * d)
        field, slope = field * c + slope * sn / p, -field * p * sn + slope * c
        fields.append(field)
    incident = (field + 1j * slope / k0) / 2
    reflected = (field - 1j * slope / k0) / 2
    intensity = np.abs(np.array(fields) / incident)**2
    return (intensity, abs(reflected / incident)**2,
            q.real / k0 / abs(incident)**2)


def integrate_wave(s, chi_sub, segments):
    """Numerical integration of the wave equation, started 20 nm deep.
    Returns relative intensity at the substrate top and each segment top."""
    q = k * cmath.sqrt(s * s + chi_sub)
    state = np.array([1.0 + 0j, -1j * q])
    fields = []
    for d, chi in [(20.0, chi_sub)] + list(segments):
        factor = k * k * (s * s + chi)
        run = solve_ivp(lambda z, y: np.array([y[1], -factor * y[0]]), (0, d),
                        state, method='DOP853', rtol=1e-10, atol=1e-13)
        assert run.success
        state = run.y[:, -1]
        fields.append(state[0])
    incident = (state[0] + 1j * state[1] / (k * s)) / 2
    return np.abs(np.array(fields) / incident)**2


def surface_law(u):
    """Derived surface intensity for a nonabsorbing substrate, u = s/s_c."""
    if u <= 1:
        return 4 * u * u
    return 4 * u * u / (u + math.sqrt(u * u - 1))**2


def film_layers(d, slices=40):
    return [(d / slices, chi_film)] * slices


def film_mean(s, chi_sub, d, slices=40):
    values = march(s, chi_sub, film_layers(d, slices))[0]
    return (values.sum() - 0.5 * (values[0] + values[-1])) / slices


def absorbed(s, chi_sub, d):
    _, refl, trans = march(s, chi_sub, film_layers(d, 1))
    return 1 - refl - trans


# Angular law and standing wave against direct integration
for u in (0.4, 0.8, 1.0, 1.2, 2.0):
    numeric = integrate_wave(u * s_c, chi_ideal, [(7.0, 0j)])[0]
    assert abs(numeric - surface_law(u)) < 1e-5
at_critical = integrate_wave(s_c, chi_ideal, [(3.0, 0j), (4.0, 0j)])
for height, value in zip((0.0, 3.0, 7.0), at_critical):
    assert abs(value - 4 * math.cos(k * s_c * height)**2) < 1e-5
scan_u = np.linspace(0.5, 1.5, 2001)
scan = np.array([march(u * s_c, chi_ideal)[0][0] for u in scan_u])
assert abs(scan_u[scan.argmax()] - 1) < 1e-9
steep = math.sin(math.pi / 4)
steep_intensity = march(steep, chi_ideal)[0][0]
assert abs(steep_intensity - 1) < 1e-4
ideal_reflectance = march(s_c, chi_ideal)[1]
assert abs(ideal_reflectance - 1) < 1e-6


def p_polarized(n):
    """Electric intensity just above and below the surface at critical angle,
    from continuity of tangential E, normal D and tangential H together."""
    c, s = n, math.sqrt(1 - n * n)
    w = cmath.sqrt(n * n - c * c)
    matrix = np.array([[s, w / n], [-c, n * c], [-1, n]], dtype=complex)
    source = np.array([s, c, 1], dtype=complex)
    r, t = np.linalg.lstsq(matrix, source, rcond=None)[0]
    assert np.abs(matrix @ np.array([r, t]) - source).max() < 1e-10
    above = abs(s * (1 - r))**2 + abs(c * (1 + r))**2
    below = (abs(w)**2 + c * c) / n**2 * abs(t)**2
    return above, below


p_above, p_below = p_polarized(0.9)
assert abs(p_above - 4 * 0.9**2) < 1e-6
assert abs(p_below - 4 / 0.9**2) < 1e-6
p_si_above, p_si_below = p_polarized(1 - si_delta)

# Film absorption from missing flux: supported film against free-standing film
tiny = 1e-3
for u in (0.5, 1.0, 1.5):
    s = u * s_c
    free = absorbed(s, 0j, tiny)
    assert abs(free / (film_mu * tiny / s) - 1) < 2e-3
    assert abs(absorbed(s, chi_ideal, tiny) / free / surface_law(u) - 1) < 2e-3
limit_ratio = absorbed(s_c, chi_ideal, tiny) / absorbed(s_c, 0j, tiny)

# Local field integral against missing flux for a film of finite thickness
local = k * chi_film.imag * film_mean(s_c, chi_ideal, 1.0, 80) / s_c
assert abs(local / absorbed(s_c, chi_ideal, 1.0) - 1) < 1e-4

# Substrate absorption
b_si = chi_si.imag / s_c**2
si_at_critical = integrate_wave(s_c, chi_si, [(5.0, 0j)])[0]
assert abs(si_at_critical - 4 / (1 + math.sqrt(2 * b_si) + b_si)) < 1e-5
b_one_percent = brentq(
    lambda b: march(s_c, complex(-s_c * s_c, b * s_c**2))[0][0] - 3.96,
    1e-7, 1e-2, xtol=1e-12)
assert abs(b_one_percent / (0.01**2 / 2) - 1) < 0.05

# Effect of the film on the field: transparent film, then weak film absorption
chi_clear = complex(chi_film.real, 0.0)
kappa = k * math.sqrt(-chi_clear.real - s_c**2)
clear_base = integrate_wave(s_c, chi_ideal, [(1.0, chi_clear)])[0]
clear_law = 4 / (math.cosh(kappa)**2
                 + (kappa / (k * s_c))**2 * math.sinh(kappa)**2)
assert abs(clear_base - clear_law) < 1e-5
loss = 1 - march(s_c, chi_ideal, film_layers(tiny, 1))[0][0] / 4
assert abs(loss / (2 * film_mu * tiny / s_c) - 1) < 1e-2

# Sizes of neglected effects for the example
offsets = (np.arange(400) + 0.5) / 400 - 0.5
spread_s = np.sin(theta_c + offsets * spread_mrad * 1e-3)
spread_ideal = np.mean([march(s, chi_ideal)[0][0] for s in spread_s])
combined = np.mean([film_mean(s, chi_si, cycle_nm, 10) for s in spread_s])
si_scan_u = np.linspace(0.8, 1.2, 4001)
si_scan = np.array([march(u * s_c, chi_si)[0][0] for u in si_scan_u])
with_oxide = march(s_c, chi_ideal, [(oxide_nm, chi_oxide)])[0][-1]


def rough_surface(slices):
    half = 5 * roughness_nm
    h = 2 * half / slices
    centres = -half + h * (np.arange(slices) + 0.5)
    layers = [(h, chi_ideal * 0.5 * math.erfc(z / (math.sqrt(2) * roughness_nm)))
              for z in centres]
    return march(s_c, chi_ideal, layers)[0][slices // 2]


rough_value = rough_surface(400)
assert abs(rough_value - rough_surface(200)) < 1e-4
part_critical = absorbed(s_c, chi_ideal, cycle_nm)
part_steep = absorbed(steep, chi_ideal, cycle_nm)
assert abs(part_critical / part_steep / (4 * steep / s_c) - 1) < 0.03
slice_shift = abs(film_mean(s_c, chi_si, 3.0, 80) - film_mean(s_c, chi_si, 3.0, 40))
assert slice_shift < 1e-3

print(f"photon energy: {energy_keV:.1f} keV; wavelength: {wavelength:.5f} nm")
print(f"silicon density (rough): {si_density:.2f} g/cm3")
print(f"silicon delta: {si_delta:.3e}; beta: {si_beta:.3e}")
print(f"silicon absorption coefficient (rough): {si_mu_cm:.0f} 1/cm")
print(f"film delta (rough): {film_delta:.2e}; film beta: {film_beta:.3e}")
print(f"film absorption coefficient (rough): {film_mu_cm:.0f} 1/cm")
print(f"critical angle: {theta_c*1e3:.3f} mrad = {math.degrees(theta_c):.4f} deg")
print(f"sine of critical angle: {s_c:.6f}")
print("ideal substrate, wave equation integrated numerically:")
for u in (0.5, 0.8, 1.0, 1.2, 2.0):
    value = integrate_wave(u * s_c, chi_ideal, [(5.0, 0j)])[0]
    print(f"  s/s_c = {u:.1f}: surface intensity {value:.4f}")
print(f"surface intensity at 45 deg: {steep_intensity:.6f}")
print(f"ideal reflectance at critical angle: {ideal_reflectance:.6f}")
print(f"height where intensity halves to 2: {math.pi/(4*k*s_c):.2f} nm")
print(f"height of first node: {math.pi/(2*k*s_c):.2f} nm")
print(f"absorption ratio, supported/free, {tiny} nm film: {limit_ratio:.4f}")
print(f"p polarization, n = 0.9: above {p_above:.4f}, below {p_below:.4f}")
print(f"p polarization, silicon, above minus 4: {p_si_above-4:.2e}")
print(f"p polarization, silicon, below minus 4: {p_si_below-4:.2e}")
print(f"beam part absorbed, {cycle_nm} nm film, critical: {part_critical:.3e}")
print(f"beam part absorbed, {cycle_nm} nm film, 45 deg: {part_steep:.3e}")
print(f"ratio of these two parts: {part_critical/part_steep:.0f}")
print(f"footprint of {beam_height_mm} mm beam: {beam_height_mm/s_c:.1f} mm")
print(f"silicon b: {b_si:.5f}")
print(f"surface intensity, absorbing silicon, at s_c: {si_at_critical:.3f}")
print(f"its maximum over angle: {si_scan.max():.3f}"
      f" at s/s_c = {si_scan_u[si_scan.argmax()]:.4f}")
print(f"b that costs 1 percent of the factor 4: {b_one_percent:.2e}")
print(f"ideal, angular full width {spread_mrad} mrad: {spread_ideal:.3f}")
print(f"ideal, {oxide_nm} nm native oxide, at its top: {with_oxide:.4f}")
print(f"ideal, {roughness_nm} nm rms graded surface: {rough_value:.4f}")
print(f"ideal, 1 nm transparent film, at its base: {clear_base:.3f}")
print("film-averaged intensity at critical angle (ideal; absorbing Si):")
for d in (cycle_nm, 1.0, 3.0):
    print(f"  {d:.1f} nm film: {film_mean(s_c, chi_ideal, d):.3f};"
          f" {film_mean(s_c, chi_si, d):.3f}")
print(f"shift on doubling film slices, 3 nm film: {slice_shift:.1e}")
print(f"{cycle_nm} nm film, absorbing Si and angular width: {combined:.3f}")
print("no test failed")
```

Printed output:

```
photon energy: 10.0 keV; wavelength: 0.12398 nm
silicon density (rough): 2.33 g/cm3
silicon delta: 4.821e-06; beta: 7.893e-08
silicon absorption coefficient (rough): 80 1/cm
film delta (rough): 1.40e-05; film beta: 1.677e-06
film absorption coefficient (rough): 1700 1/cm
critical angle: 3.105 mrad = 0.1779 deg
sine of critical angle: 0.003105
ideal substrate, wave equation integrated numerically:
  s/s_c = 0.5: surface intensity 1.0000
  s/s_c = 0.8: surface intensity 2.5600
  s/s_c = 1.0: surface intensity 4.0000
  s/s_c = 1.2: surface intensity 1.6590
  s/s_c = 2.0: surface intensity 1.1487
surface intensity at 45 deg: 1.000010
ideal reflectance at critical angle: 1.000000
height where intensity halves to 2: 4.99 nm
height of first node: 9.98 nm
absorption ratio, supported/free, 0.001 nm film: 3.9998
p polarization, n = 0.9: above 3.2400, below 4.9383
p polarization, silicon, above minus 4: -3.86e-05
p polarization, silicon, below minus 4: 3.86e-05
beam part absorbed, 0.1 nm film, critical: 2.163e-02
beam part absorbed, 0.1 nm film, 45 deg: 2.404e-05
ratio of these two parts: 900
footprint of 0.05 mm beam: 16.1 mm
silicon b: 0.01637
surface intensity, absorbing silicon, at s_c: 3.341
its maximum over angle: 3.550 at s/s_c = 0.9812
b that costs 1 percent of the factor 4: 5.05e-05
ideal, angular full width 0.1 mrad: 3.573
ideal, 1.0 nm native oxide, at its top: 3.9997
ideal, 0.3 nm rms graded surface: 4.0044
ideal, 1 nm transparent film, at its base: 3.512
film-averaged intensity at critical angle (ideal; absorbing Si):
  0.1 nm film: 3.952; 3.287
  1.0 nm film: 3.242; 2.661
  3.0 nm film: 1.633; 1.411
shift on doubling film slices, 3 nm film: 5.6e-05
0.1 nm film, absorbing Si and angular width: 3.229
no test failed
```
